# Does the l → 0 spin-orbit shift replace the Darwin term?: a numerical check

```python
"""Result under test, for an electron in a central potential V(r), atomic units:
the l -> 0 limit of the j = l+1/2 spin-orbit shift equals the CONTACT part
alpha^2 Z R(0)^2 / 8 of the Darwin shift, for screened potentials as well.
The full Darwin shift differs from it by (alpha^2/8) <Laplacian V> over r > 0.
Symbols: Z nuclear charge, mu inverse screening length, R radial function,
u = r R, l real angular momentum number, alpha fine-structure constant.
Radial functions are R = r^l f(r), f = exp(-BETA r) * polynomial.
"""
from functools import lru_cache
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammaln, roots_genlaguerre

ALPHA = constants.fine_structure
TO_CM = constants.value("hartree-inverse meter relationship") / 100
MICRO = 1e6
BETA = 1.0
N_BASIS = 40
N_NODES = 100


@lru_cache(maxsize=None)
def rule(power):
    """Nodes r and weights for integrals of r^power exp(-2 BETA r) F(r)."""
    x, w = roots_genlaguerre(N_NODES, power)
    return x / (2 * BETA), w / (2 * BETA) ** (power + 1)


def basis(l, r):
    """Orthonormal functions f_k and df_k/dr, both without exp(-BETA r)."""
    x = 2 * BETA * np.asarray(r, dtype=float)
    a = 2 * l + 2
    values, slopes = [], []
    for k in range(N_BASIS):
        norm = np.exp(0.5 * ((a + 1) * np.log(2 * BETA)
                             + gammaln(k + 1) - gammaln(k + a + 1)))
        p = eval_genlaguerre(k, a, x)
        dp = -eval_genlaguerre(k - 1, a + 1, x) if k > 0 else 0 * x
        values.append(norm * p)
        slopes.append(norm * 2 * BETA * (dp - p / 2))
    return np.array(values), np.array(slopes)


def solve(pot, l=0.0, index=0, alpha=0.0):
    """Schroedinger level (alpha = 0), or Dirac s level (alpha > 0, l = 0)
    from the small-component elimination at the self-consistent energy."""
    r, w = rule(2 * l + 1)
    f, df = basis(l, r)
    r_v = pot.r_v(r)
    v_matrix = (f * (w * r_v)) @ f.T
    energy = 0.0
    for _ in range(1 if alpha == 0 else 12):
        factor = 1 / (2 + alpha**2 * (energy - r_v / r))
        h = (df * (w * r * factor)) @ df.T + v_matrix
        levels, vectors = eigh((h + h.T) / 2)
        energy = levels[index]
    return energy, vectors[:, index]


def spin_orbit(pot, l, index=0):
    """(alpha^2/2) (l/2) <V'/r> for j = l + 1/2."""
    _, c = solve(pot, l, index)
    r, w = rule(2 * l - 1)
    f = c @ basis(l, r)[0]
    return ALPHA**2 * l / 4 * np.sum(w * f**2 * pot.r2_dv(r))


def spin_orbit_limit(pot, index=0):
    """Cubic extrapolation to l = 0 from four small values of l."""
    s = [spin_orbit(pot, 0.001 * k, index) for k in (1, 2, 3, 4)]
    return 4 * s[0] - 6 * s[1] + 4 * s[2] - s[3]


def s_state(pot, index=0):
    """Energy, R(0)^2, <V'>, mass-velocity shift and Darwin pieces."""
    energy, c = solve(pot, 0.0, index)
    r, w = rule(0.0)
    f, df = (c @ b for b in basis(0.0, r))
    r1, w1 = rule(1.0)
    f1 = c @ basis(0.0, r1)[0]
    origin = (c @ basis(0.0, np.array([0.0]))[0])[0] ** 2
    return SimpleNamespace(
        energy=energy, origin=origin,
        mean_dv=np.sum(w * f**2 * pot.r2_dv(r)),
        mass=-ALPHA**2 / 2 * np.sum(w * f**2 * (r * energy - pot.r_v(r))**2),
        darwin=-ALPHA**2 / 4 * np.sum(w * pot.r2_dv(r) * f * df),
        contact=ALPHA**2 / 8 * pot.charge * origin,
        smooth=ALPHA**2 / 8 * np.sum(w1 * f1**2 * pot.r_lap(r1)))


def yukawa(z, mu):
    return SimpleNamespace(
        charge=z, r_v=lambda r: -z * np.exp(-mu * r),
        r2_dv=lambda r: z * (1 + mu * r) * np.exp(-mu * r),
        r_lap=lambda r: -z * mu**2 * np.exp(-mu * r))


def smeared(mu, lam):
    """Unit nuclear charge spread over a length 1/lam, Yukawa screened."""
    a, b = yukawa(1.0, mu), yukawa(1.0, lam)
    return SimpleNamespace(
        charge=0.0, r_v=lambda r: a.r_v(r) - b.r_v(r),
        r2_dv=lambda r: a.r2_dv(r) - b.r2_dv(r),
        r_lap=lambda r: a.r_lap(r) - b.r_lap(r))


def bump(b, k):
    """-1/r + b r^2 exp(-k r): its extra charge density changes sign."""
    return SimpleNamespace(
        charge=1.0, r_v=lambda r: -1 + b * r**3 * np.exp(-k * r),
        r2_dv=lambda r: 1 + b * r**3 * (2 - k * r) * np.exp(-k * r),
        r_lap=lambda r: b * r * (6 - 6 * k * r + (k * r)**2) * np.exp(-k * r))


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Largest eigenvalue of L.S is l/2, from explicit angular momentum matrices.
def ladder(j):
    m = np.arange(j, -j - 1, -1)
    up = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), up


for l_int in (1, 2, 3):
    lz, lp = ladder(l_int)
    sz, sp = ladder(0.5)
    ls = np.kron(lz, sz) + (np.kron(lp, sp.T) + np.kron(lp.T, sp)) / 2
    assert close(np.linalg.eigvalsh(ls)[-1], l_int / 2, 1e-12)

# Coulomb spin-orbit formula at integer and non-integer l, nodeless states.
coulomb = yukawa(1.0, 0.0)
for l_val in (0.01, 0.3, 1.0):
    formula = ALPHA**2 / (4 * (l_val + 1)**3 * (l_val + 0.5) * (l_val + 1))
    assert close(spin_orbit(coulomb, l_val), formula, 1e-8)
assert close(s_state(coulomb).darwin, ALPHA**2 / 2, 1e-9)
assert close(s_state(coulomb, 1).darwin, ALPHA**2 / 16, 1e-9)
assert close(spin_orbit_limit(coulomb, 1), ALPHA**2 / 16, 1e-6)

print("Yukawa 1s, Z = 1; shifts in microhartree; gap = (SO limit - Darwin)/Darwin")
print("mu (1/bohr)  E (hartree)  SO limit   Darwin   gap (%)")
for mu in (0.0, 0.25, 0.50, 0.75):
    pot = yukawa(1.0, mu)
    st = s_state(pot)
    so = spin_orbit_limit(pot)
    dirac = solve(pot, alpha=ALPHA)[0] - st.energy
    judged = dirac - st.mass
    assert close(st.origin, 2 * st.mean_dv, 1e-7)
    assert close(so, st.contact, 1e-6)
    assert close(st.darwin, st.contact + st.smooth, 1e-7)
    # The Dirac remainder carries neglected terms of relative order alpha^2.
    assert close(judged, st.darwin, 1e-3)
    if mu > 0:
        assert st.smooth < 0 and abs(judged - so) > 5 * abs(judged - st.darwin)
    gap = 100 * (so - st.darwin) / st.darwin
    print(f"{mu:10.2f} {st.energy:13.6f} {so*MICRO:10.4f} "
          f"{st.darwin*MICRO:9.4f} {abs(gap) if mu == 0 else gap:8.3f}")
    if mu == 0.50:
        main = SimpleNamespace(st=st, so=so, dirac=dirac, judged=judged, gap=gap)

st = main.st
print("Detail for mu = 0.50 1/bohr:")
print(f"fine-structure constant alpha = {ALPHA:.9f}")
print(f"R(0)^2 = {st.origin:.6f} bohr^-3")
print(f"2 <V'> = {2*st.mean_dv:.6f} atomic units")
for l_val in (0.1, 0.01, 0.001):
    value = spin_orbit(yukawa(1.0, 0.5), l_val)
    print(f"spin-orbit shift at l = {l_val:5.3f}: {value*MICRO:.4f} microhartree")
print(f"contact Darwin part = {st.contact*MICRO:.4f} microhartree")
print(f"smooth Darwin part = {st.smooth*MICRO:.4f} microhartree")
print(f"mass-velocity shift = {st.mass*MICRO:.4f} microhartree")
print(f"Dirac minus Schroedinger energy = {main.dirac*MICRO:.4f} microhartree")
print(f"Dirac shift minus mass-velocity = {main.judged*MICRO:.4f} microhartree")
print(f"SO limit = {main.so*TO_CM:.4f} cm^-1")
print(f"full Darwin shift = {st.darwin*TO_CM:.4f} cm^-1")

# Scaling: same mu/Z gives the same relative gap, shifts multiplied by Z^4.
double = yukawa(2.0, 1.0)
st2, so2 = s_state(double), spin_orbit_limit(double)
gap2 = 100 * (so2 - st2.darwin) / st2.darwin
assert close(gap2, main.gap, 1e-4)
assert close(st2.darwin, 16 * st.darwin, 1e-6)
print(f"Z = 2, mu = 1 1/bohr: Darwin = {st2.darwin*MICRO:.3f} microhartree, "
      f"gap = {gap2:.3f} %")

# Smeared nucleus: no 1/r singularity, so no spin-orbit limit survives.
soft = smeared(0.5, 10.0)
st3, so3 = s_state(soft), spin_orbit_limit(soft)
assert abs(so3) < 1e-5 * st3.darwin
assert close(st3.darwin, st3.smooth, 1e-6)
print("Smeared nucleus, mu = 0.5 1/bohr, smearing length 0.1 bohr:")
print(f"SO limit = {abs(so3)*MICRO:.4f}, Darwin = {st3.darwin*MICRO:.2f} microhartree")

# Sign-changing screening charge: accidental equality in 1s, not in 2s.
B = 0.5
k_root = brentq(lambda k: s_state(bump(B, k)).smooth / ALPHA**2, 1.2, 3.2,
                xtol=1e-12)
odd = bump(B, k_root)
print(f"Potential -1/r + b r^2 exp(-k r), b = {B} a.u., k = {k_root:.5f} 1/bohr:")
for index, name in ((0, "1s"), (1, "2s")):
    st4, so4 = s_state(odd, index), spin_orbit_limit(odd, index)
    assert close(so4, st4.contact, 1e-6)
    assert close(st4.darwin, st4.contact + st4.smooth, 1e-7)
    difference = abs(so4 - st4.darwin) / st4.darwin
    assert difference < 1e-6 if index == 0 else difference > 1e-3
    print(f"{name}: SO limit = {so4*MICRO:.4f}, Darwin = {st4.darwin*MICRO:.4f} "
          "microhartree")

print("PASS")
```

Printed output:

```
Yukawa 1s, Z = 1; shifts in microhartree; gap = (SO limit - Darwin)/Darwin
mu (1/bohr)  E (hartree)  SO limit   Darwin   gap (%)
      0.00     -0.500000    26.6257   26.6257    0.000
      0.25     -0.290920    24.6604   24.3464    1.290
      0.50     -0.148117    19.9957   19.1199    4.581
      0.75     -0.057401    13.6452   12.4541    9.565
Detail for mu = 0.50 1/bohr:
fine-structure constant alpha = 0.007297353
R(0)^2 = 3.003977 bohr^-3
2 <V'> = 3.003977 atomic units
spin-orbit shift at l = 0.100: 9.7849 microhartree
spin-orbit shift at l = 0.010: 18.6029 microhartree
spin-orbit shift at l = 0.001: 19.8516 microhartree
contact Darwin part = 19.9957 microhartree
smooth Darwin part = -0.8758 microhartree
mass-velocity shift = -23.6633 microhartree
Dirac minus Schroedinger energy = -4.5435 microhartree
Dirac shift minus mass-velocity = 19.1198 microhartree
SO limit = 4.3886 cm^-1
full Darwin shift = 4.1963 cm^-1
Z = 2, mu = 1 1/bohr: Darwin = 305.919 microhartree, gap = 4.581 %
Smeared nucleus, mu = 0.5 1/bohr, smearing length 0.1 bohr:
SO limit = 0.0000, Darwin = 9.32 microhartree
Potential -1/r + b r^2 exp(-k r), b = 0.5 a.u., k = 1.99595 1/bohr:
1s: SO limit = 25.6328, Darwin = 25.6328 microhartree
2s: SO limit = 3.2991, Darwin = 3.3240 microhartree
PASS
```
